\section*{Phase estimation: outcome probabilities, the 4/π² bound and overlap weights}

\section{What symmetry fixes}

Phase estimation reads the phase of a unitary $U$ from a register of $t$ qubits. Write
\begin{equation}
U|u_j\rangle=e^{2\pi i\varphi_j}|u_j\rangle,\qquad 0\le\varphi_j<1,\qquad M=2^t ,
\end{equation}
with orthonormal $|u_j\rangle$. The system starts in $|\psi\rangle=\sum_j c_j|u_j\rangle$, with $\sum_j|c_j|^2=1$. The circuit puts the register in an equal superposition of $|k\rangle$, $k=0,\dots,M-1$, applies $U^k$ to the system when the register holds $k$, applies the inverse Fourier transform
\begin{equation}
|k\rangle\;\to\;\frac1{\sqrt M}\sum_{m=0}^{M-1}e^{-2\pi i km/M}|m\rangle ,
\label{eq:ift}
\end{equation}
and measures the register. The result $m$ is called the reading. Gates are taken to be ideal.

Two symmetries fix the form of the reading probability $P(m)$.

First, let $V$ multiply each $|u_j\rangle$ by a phase $e^{i\theta_j}$. It commutes with $U$, so applying $V$ before the circuit is the same as applying it to the system afterwards, where it cannot alter the statistics of the register. Since the circuit is linear, $P(m)=\sum_{jk}c_j^*c_kG_{jk}(m)$ for some coefficients $G_{jk}$. This must not change when $c_j\to e^{i\theta_j}c_j$ for arbitrary $\theta_j$. Averaging over the angles removes every term with $j\neq k$. What remains is a sum over $|c_j|^2$ times the distribution for the eigenstate $|u_j\rangle$.

Second, replace $U$ by $e^{2\pi i/M}U$. Every $\varphi_j$ grows by $1/M$, and the register component $|k\rangle$ gains the factor $e^{2\pi ik/M}$. In (\ref{eq:ift}) this factor turns $m$ into $m-1$ in the exponent, so the whole distribution moves up by one reading. For an eigenstate the probability therefore depends on $\varphi_j-m/M$ alone. Together,
\begin{equation}
P(m)=\sum_j|c_j|^2\,F_M\!\left(\varphi_j-\frac mM\right),
\label{eq:main}
\end{equation}
where $F_M$ has period 1. It remains to find this one function.

\section{The response function}

For an eigenstate with phase $\varphi$, the controlled powers leave the system in that eigenstate and the register in
\begin{equation}
\frac1{\sqrt M}\sum_{k=0}^{M-1}e^{2\pi ik\varphi}|k\rangle .
\label{eq:fourier}
\end{equation}
Inserting (\ref{eq:ift}) gives a second factor $1/\sqrt M$, and the amplitude of reading $m$ is
\begin{equation}
a_m(\varphi)=\frac1M\sum_{k=0}^{M-1}e^{2\pi ik\delta},\qquad \delta=\varphi-\frac mM .
\label{eq:amp}
\end{equation}
If $\delta$ is an integer, every term is 1 and $a_m=1$. Otherwise the geometric sum is
\begin{align}
a_m&=\frac1M\,\frac{e^{2\pi iM\delta}-1}{e^{2\pi i\delta}-1}
=\frac1M\,\frac{e^{i\pi M\delta}\,(2i)\sin(\pi M\delta)}{e^{i\pi\delta}\,(2i)\sin(\pi\delta)}\nonumber\\
&=e^{i\pi(M-1)\delta}\,\frac{\sin(\pi M\delta)}{M\sin(\pi\delta)} .
\label{eq:geom}
\end{align}
The prefactor has modulus 1, so
\begin{equation}
F_M(\delta)=|a_m|^2=\frac{\sin^2(\pi M\delta)}{M^2\sin^2(\pi\delta)},\qquad F_M(\text{integer})=1 .
\label{eq:F}
\end{equation}
If $M\varphi$ is an integer, the reading is certain: at every other reading $M\delta$ is an integer while $\delta$ is not, and $F_M$ vanishes.

For a superposition, the joint state before measurement is $\sum_{j,m}c_ja_m(\varphi_j)|m\rangle|u_j\rangle$. After reading $m$, the system is in the state
\begin{equation}
\frac{1}{\sqrt{P(m)}}\sum_jc_j\,a_m(\varphi_j)\,|u_j\rangle ,
\label{eq:after}
\end{equation}
in which $|u_j\rangle$ has weight $|c_j|^2F_M(\varphi_j-m/M)/P(m)$. Relative to a component whose nearest reading is $m$, the measurement suppresses components whose phases lie many spacings from the reading (the bounds on $F_M$ follow below), but in general does not remove them.

If several $|u_j\rangle$ share one phase, they share one $F_M$ in (\ref{eq:main}). Their squared coefficients add up to
\begin{equation}
w=\sum_{j\in\text{level}}|c_j|^2=\langle\psi|\Pi|\psi\rangle ,
\end{equation}
with $\Pi$ the projector on the level. This weight does not depend on the basis chosen inside the level. Below, $w_j$ denotes the weight of a whole level.

\section{The nearest reading}

Distances between phases are measured on a circle of circumference 1. The readings are $1/M$ apart, so the nearest one has $|\delta|\le1/(2M)$.

For $0\le x\le\pi/2$ the sine is concave and lies above its chord, $\sin x\ge2x/\pi$. For $y>0$, $\sin y<y$. With $x=\pi M|\delta|\le\pi/2$ and $y=\pi|\delta|$, for $\delta\ne0$,
\begin{equation}
\sqrt{F_M}=\frac{\sin(\pi M|\delta|)}{M\sin(\pi|\delta|)}>\frac{2M|\delta|}{M\pi|\delta|}=\frac2\pi .
\end{equation}
At $\delta=0$ the value is 1. Hence an eigenstate gives its nearest reading with probability above $4/\pi^2\approx0.4053$.

The lowest value at finite $M$ follows from (\ref{eq:amp}). Take out the phase $e^{i\pi(M-1)\delta}$ and pair $k$ with $M-1-k$. The sines cancel, leaving
\begin{equation}
\sqrt{F_M}=\frac1M\sum_{k=0}^{M-1}\cos\!\left[2\pi\delta\left(k-\frac{M-1}2\right)\right].
\end{equation}
For $|\delta|\le1/(2M)$ no argument exceeds $\pi(M-1)/(2M)<\pi/2$ in size. Each cosine is therefore positive and does not increase with $|\delta|$. The minimum lies halfway between two readings, where $\sin(\pi M|\delta|)=1$:
\begin{equation}
F_{\min}=\frac1{M^2\sin^2(\pi/2M)} .
\label{eq:min}
\end{equation}
In this tie both neighbouring readings have probability $F_{\min}$. For $t=1$ it is $0.5$, for $t=3$ it is $0.4105$ and for $t=6$ it is $0.40537$. Since $M\sin(\pi/2M)$ rises towards $\pi/2$, these values fall towards $4/\pi^2$, and no larger constant would serve for all $M$. More qubits make the grid finer; they do not raise the guaranteed probability of the nearest reading.

For a superposition, all terms in (\ref{eq:main}) are non-negative. Keeping the term of level $j$ at its nearest reading $m_j$ gives
\begin{equation}
P(m_j)\ge w_jF_{\min}>\frac4{\pi^2}\,w_j\qquad(w_j>0).
\label{eq:wbound}
\end{equation}
The factor $w_j$ is essential: a level absent from the initial state produces no peak of its own, however many qubits the register has; readings near its energy can come only from other levels.

\section{Errors larger than the spacing}

Let $d=M|\delta|$ be the circular distance between phase and reading in units of the grid spacing. Since $|\delta|\le1/2$ on the circle, the chord inequality gives $\sin(\pi|\delta|)\ge2|\delta|$. The numerator of (\ref{eq:F}) is at most 1, so
\begin{equation}
F_M\le\frac1{M^2(2|\delta|)^2}=\frac1{4d^2}.
\end{equation}
Consider readings with $d\ge D>0$. On each side of the phase their distances are $d_0,d_0+1,\dots$ with $d_0\ge D$. Because $1/x^2$ decreases, the terms after the first are bounded by an integral:
\begin{equation}
\sum_{n\ge0}\frac1{4(d_0+n)^2}\le\frac14\left(\frac1{d_0^2}+\int_{d_0}^{\infty}\frac{dx}{x^2}\right)\le\frac14\left(\frac1{D^2}+\frac1D\right).
\end{equation}
The two sides together give
\begin{equation}
\mathrm{Prob}(d\ge D)\le B(D)=\frac12\left(\frac1D+\frac1{D^2}\right).
\label{eq:tail}
\end{equation}
The tail bound falls slowly, as $1/D$. At $D=8$ it is $0.0703$; the largest probability found in a scan of phases with $t=6$ was $0.0239$.

The tail bound shows in what sense the weights can be read from a histogram. Choose an interval of half-width $h$ on the phase circle around level $j$, and let all other levels with weight be at least $2h$ away. The interval loses at most $w_jB(Mh)$ from its own level. Any reading inside it is at least $h$ from every other level, so it gains at most $(1-w_j)B(Mh)$. Therefore
\begin{equation}
\left|\,\sum_{m\in\text{interval}}P(m)-w_j\right|\le B(Mh)\;\longrightarrow\;0\qquad(M\to\infty,\ h\text{ fixed}).
\label{eq:area}
\end{equation}
The summed probability of a peak tends to the squared overlap. The height of its tallest bar need not, because $F_M$ at the nearest reading still depends on where the level falls between grid points.

\section{From phases to energies}

In atomic units let
\begin{equation}
U=e^{i(H-A)\tau},\qquad\tau=\frac{2\pi}W,\qquad\varphi=\frac{E-A}W ,
\label{eq:map}
\end{equation}
where $A$ is the lower end of an energy window of width $W$. Reading $m$ then stands for
\begin{equation}
E_m=A+\frac{mW}M .
\end{equation}
The exponent has the opposite sign to forward time evolution, so that phase rises with energy. If the circuit uses $e^{-i(H-A)\tau}$ instead, each $\varphi$ changes sign. Since $F_M$ is even, the probability of $m$ becomes that of $-m$ modulo $M$, and it suffices to relabel the readings.

The constant $A$ may not be dropped as a global phase. Under control by a qubit that applies $U^{2^l}$, the factor $e^{-iA\tau2^l}$ acts on the state $|1\rangle$ of the control and not on $|0\rangle$. It is a phase gate on that qubit.

The nearest reading reports a level to within half a spacing if the level lies inside the window and more than half a spacing below its upper end. A level outside has the same $U$ eigenvalue as one shifted by a multiple of $W$, and is read there. A level within half a spacing of the upper end has $m=0$ as its nearest reading and is reported as $A$.

For a level inside the window and more than half a spacing below its upper end, the rounding error of the nearest reading is at most $W/(2M)$. The controlled powers require a total evolution time
\begin{equation}
\tau\sum_{l=0}^{t-1}2^l=(M-1)\tau=\frac{2\pi(M-1)}W .
\end{equation}
At fixed $W$, halving the spacing takes one more qubit and multiplies the evolution time by $(2M-1)/(M-1)$, which is close to 2 for large $M$.

The derivation used no property of $U$ except unitarity. If Hamiltonian simulation supplies an approximate unitary $\tilde U$, and the controlled operations are true powers of $\tilde U$, all results hold with the eigenphases and overlaps of $\tilde U$. The error in those eigenphases is then separate from the grid error, and extra register qubits do not reduce it. If each power is approximated independently, the operations need not share eigenvectors and (\ref{eq:main}) no longer follows.

\section{Gates of the inverse transform}

Write $k=\sum_lk_l2^l$ with binary digits $k_l$. Register qubit $l$ controls $U^{2^l}$, and the product of these operations is $U^k$. State (\ref{eq:fourier}) then factorizes: qubit $l$ is in
\begin{equation}
\frac{|0\rangle+e^{2\pi i2^l\varphi}|1\rangle}{\sqrt2}.
\end{equation}
Take first $\varphi=m/M$ with $m=\sum_rm_r2^r$. Then $2^l\varphi=\sum_rm_r2^{l+r-t}$, and terms with $r\ge t-l$ are integers, which drop out of the phase. With $s=t-1-l$,
\begin{equation}
2^l\varphi\equiv\frac{m_s}2+\sum_{r<s}\frac{m_r}{2^{s-r+1}}\pmod 1 .
\end{equation}
Qubit $l=t-1$ has $s=0$ and the phase factor $(-1)^{m_0}$; a Hadamard gate turns it into $|m_0\rangle$. Continue with $s=1,2,\dots$. For each known digit $r<s$, apply the phase $-2\pi/2^{s-r+1}$ when both the qubit holding $m_r$ and the current qubit are 1. The factor $(-1)^{m_s}$ is left, and a Hadamard gate yields $|m_s\rangle$. At the end qubit $l$ holds $m_{t-1-l}$, so the digits must be read in reverse order.

The states (\ref{eq:fourier}) with $\varphi=m/M$ form a basis of the register. A linear circuit that acts correctly on a basis acts correctly on every state, including those with $\varphi$ between grid points.

\section{Example: two electrons in stretched H$_2$}

The example is H$_2$ at a bond length of 1.50 angstrom with fixed nuclei, in the STO-3G basis. The restricted Hartree--Fock orbitals are $g$, even under inversion, and $u$, odd. Full diagonalization for two electrons solves this small model; it leaves out the error of the basis, nuclear motion and relativistic effects. The basis error is large: in the cc-pVTZ basis the ground level drops by $1.85$ eV to $-29.01$ eV, its weight in $g{\uparrow}g{\downarrow}$ rises to $0.911$, the lowest triplet drops by $2.0$ eV and the lowest odd singlet by $8.3$ eV. The digits below describe the model, not the molecule. The levels, with their number of states and their weights in two initial determinants, are
\begin{equation}
\begin{array}{rccc}
E\ (\text{eV})&\text{states}&w(g{\uparrow}g{\downarrow})&w(g{\uparrow}u{\downarrow})\\
-27.161&1&0.8737&0\\
-24.234&3&0&0.5\\
-11.742&1&0&0.5\\
-8.359&1&0.1263&0
\end{array}
\end{equation}
The energies include the nuclear repulsion, $9.600$ eV. The ground level is $-0.99815$ hartree. The second level is a triplet, the others are singlets.

In this two-orbital model the equal weights of $g{\uparrow}u{\downarrow}$ follow from spin and antisymmetry. Let $a^\dagger$ denote electron creation operators and set $|1\rangle=a^\dagger_{g\uparrow}a^\dagger_{u\downarrow}|0\rangle$ and $|2\rangle=a^\dagger_{g\downarrow}a^\dagger_{u\uparrow}|0\rangle$, where $|0\rangle$ is the vacuum. Inversion symmetry separates them from $g^2$ and $u^2$, and $S_z$ from the other two triplet states. Both have the same diagonal energy $E_d$, by spin reversal. The interaction couples them by moving the up electron from $g$ to $u$ and the down electron from $u$ to $g$, with strength $K=(gu|gu)$, the exchange integral:
\begin{equation}
K\,a^\dagger_{u\uparrow}a^\dagger_{g\downarrow}a_{u\downarrow}a_{g\uparrow}|1\rangle
=K\,a^\dagger_{u\uparrow}a^\dagger_{g\downarrow}|0\rangle=-K|2\rangle .
\end{equation}
The minus sign comes from exchanging two fermion operators. The eigenstates are $(|1\rangle\pm|2\rangle)/\sqrt2$ with energies $E_d\mp K$. Lowering one spin in $a^\dagger_{g\uparrow}a^\dagger_{u\uparrow}|0\rangle$ gives $|2\rangle+|1\rangle$, so the plus sign is the triplet. Each eigenstate has squared overlap $1/2$ with $|1\rangle$, and the gap is $2K=2\times6.246=12.492$ eV, as found. With more orbitals $|1\rangle$ is still half triplet and half singlet, but each half spreads over several levels and the gap is no longer exactly $2K$. In cc-pVTZ the lowest triplet and lowest odd singlet carry weights $0.46$ and $0.48$ and lie $6.2$ eV apart; with added diffuse functions the gap is $5.8$ eV.

Take $A=-30$ eV, $W=32$ eV and $t=6$. Then $M=64$, the spacing is $0.5$ eV, $\tau=0.19635\,\hbar/\text{eV}$ and the total evolution time is $63\tau=12.37\,\hbar/\text{eV}$. For the ground level,
\begin{equation}
M\varphi=\frac{-27.161+30}{0.5}=5.678,\qquad m=6,\qquad M\delta=-0.322 .
\end{equation}
The nearest reading is $-27.00$ eV, with
\begin{equation}
F_{64}=\frac{\sin^2(0.322\,\pi)}{64^2\sin^2(0.322\,\pi/64)}=0.702 .
\end{equation}
From $g{\uparrow}g{\downarrow}$ its probability is $0.8737\times0.7022=0.6135$, above the guaranteed $0.8737\times0.4053=0.354$. After this reading the ground-state weight has risen from $0.8737$ to $0.99997$. The next reading down, $-27.50$ eV, still has probability $0.1385$, so the lowest energy seen in repeated runs is not a safe estimate of the ground level.

From $g{\uparrow}u{\downarrow}$, the triplet is at $M\varphi=11.532$ and the singlet at $36.516$, both almost halfway between readings. Their response factors, $0.458$ and $0.431$, are close to the minimum. The nearest readings, $-24.00$ and $-11.50$ eV, have probabilities $0.229$ and $0.216$, although each level has weight $0.5$.

Summing over an interval recovers the weight. Within 1 eV of the ground level, the readings from $g{\uparrow}g{\downarrow}$ have total probability $0.811$, $0.860$ and $0.8725$ for $t=6$, $8$ and $10$. The distances from the weight $0.8737$ are $0.063$, $0.014$ and $0.001$. Here $D=2$, $8$ and $32$ spacings, and (\ref{eq:area}) allows $0.375$, $0.070$ and $0.016$.

A window of 16 eV from the same lower end, with $t=6$ and spacing $0.25$ eV, excludes the two upper levels. The eigenstate of the top level is most often read as $-24.25$ eV, the grid value nearest to $-8.359-16=-24.359$ eV. This false value is also the grid value nearest to the model's triplet level at $-24.234$ eV, so a plausible reading does not show that the window is wide enough.

The numerical check simulates the circuit gate by gate and compares its distributions for both determinants with (\ref{eq:main}) and (\ref{eq:F}).

\section*{Values computed for the example and the checks}
\begin{verbatim}
4/pi^2 = 0.405285
t = 1: lowest nearest-reading probability = 0.500000
t = 2: lowest nearest-reading probability = 0.426777
t = 3: lowest nearest-reading probability = 0.410533
t = 6: lowest nearest-reading probability = 0.405366
t = 8: lowest nearest-reading probability = 0.405290
t = 6, error >= 2 spacings: largest probability found = 0.0989, bound = 0.3750
t = 6, error >= 4 spacings: largest probability found = 0.0497, bound = 0.1562
t = 6, error >= 8 spacings: largest probability found = 0.0239, bound = 0.0703
H2, STO-3G, bond length = 1.50 angstrom
Hartree-Fock energy = -24.7861 eV
ground level = -27.1610 eV = -0.998149 hartree
level 0: E = -27.1610 eV, states = 1, <S^2> = 0.000, weight in g-up g-down = 0.8737, in g-up u-down = 0.0000
level 1: E = -24.2340 eV, states = 3, <S^2> = 2.000, weight in g-up g-down = 0.0000, in g-up u-down = 0.5000
level 2: E = -11.7421 eV, states = 1, <S^2> = 0.000, weight in g-up g-down = 0.0000, in g-up u-down = 0.5000
level 3: E = -8.3591 eV, states = 1, <S^2> = 0.000, weight in g-up g-down = 0.1263, in g-up u-down = 0.0000
exchange integral K = 6.2460 eV, singlet-triplet gap = 12.4920 eV
window start = -30.0 eV, width = 32.0 eV, t = 6, M = 64, spacing = 0.500 eV
tau = 0.19635 hbar/eV, total evolution time = 12.3700 hbar/eV
initial state g-up g-down:
  level 0: nearest m = 6, E_m = -27.00 eV, F = 0.7022, weight*F = 0.6135, P(m) = 0.6135, weight after reading = 0.99997
  level 3: nearest m = 43, E_m = -8.50 eV, F = 0.7647, weight*F = 0.0966, P(m) = 0.0968, weight after reading = 0.99830
  near ground level: E_m = -28.00 eV, P(m) = 0.0227
  near ground level: E_m = -27.50 eV, P(m) = 0.1385
  near ground level: E_m = -27.00 eV, P(m) = 0.6135
  near ground level: E_m = -26.50 eV, P(m) = 0.0365
  near ground level: E_m = -26.00 eV, P(m) = 0.0119
initial state g-up u-down:
  level 1: nearest m = 12, E_m = -24.00 eV, F = 0.4579, weight*F = 0.2289, P(m) = 0.2291, weight after reading = 0.99939
  level 2: nearest m = 37, E_m = -11.50 eV, F = 0.4313, weight*F = 0.2157, P(m) = 0.2158, weight after reading = 0.99938
t = 6: probability within 1.0 eV of ground level = 0.8111, weight = 0.8737, allowed gap = 0.3750
t = 8: probability within 1.0 eV of ground level = 0.8600, weight = 0.8737, allowed gap = 0.0703
t = 10: probability within 1.0 eV of ground level = 0.8725, weight = 0.8737, allowed gap = 0.0161
width 16.0 eV: level -8.3591 eV is most often read as -24.25 eV
\end{verbatim}
